# Underpotential deposition shift from adatom binding, bulk cohesion and coverage entropy

**Q.** A metal M can cover a foreign metal S at an electrode potential where bulk M would dissolve. I am told that this follows from subtracting two binding energies. Where does an electrode potential enter a difference of binding energies?

**A.** Through the electrons. The reaction is \(M^{z+}+z\,e^-\rightleftharpoons M\). I use atomic units, so \(e=\hbar=1\), and keep \(kT\) as an energy. An electron has charge \(-1\), so raising the electrode potential \(E\) lowers its energy by the same amount: \(\mu_e=-E\), with a constant fixed by the reference electrode. Let \(\mu_{\rm ion}\) be the chemical potential of the ion in solution, with that constant absorbed. Equilibrium with adatoms at coverage \(\theta\) (adatoms per site) requires

\[
\mu_{\rm ad}(\theta)=\mu_{\rm ion}-zE ,
\]

and equilibrium of bulk M with the same solution requires

\[
\mu_{\rm bulk}=\mu_{\rm ion}-zE_{\rm bulk}.
\]

Subtracting the first from the second, with \(\Delta E=E-E_{\rm bulk}\), gives

\[
z\,\Delta E(\theta)=\mu_{\rm bulk}-\mu_{\rm ad}(\theta). \tag{1}
\]

A positive \(\Delta E\) is an underpotential: the adatom is then more stable than an atom of the bulk metal.

**Q.** The ion has vanished. Should a more concentrated solution not deposit more metal?

**A.** At fixed \(E\) it does. At fixed \(\theta\), a change of \(\mu_{\rm ion}\) moves \(E\) and \(E_{\rm bulk}\) equally, so their difference stays. This needs \(\mu_{\rm ad}\) to depend on coverage but not separately on potential. I therefore assume full discharge and leave out double-layer charging and the coadsorption of anions. If either makes \(\mu_{\rm ad}\) depend on \(E\), equation (1) becomes an implicit equation for \(E\), and the cancellation is no longer guaranteed.

**Q.** What goes into the two chemical potentials?

**A.** Take a free atom at rest as the zero of energy. A bulk atom has static energy \(-\varepsilon_{\rm coh}\), and an isolated adatom \(-\varepsilon_b\), both \(\varepsilon\) being positive. The adatom value refers to the surface in contact with the electrolyte, so it includes the displacement of solvent. "Static" means without vibrations, which come in separately as free energies \(f_{\rm bulk}\) and \(f_{\rm ad}\) per atom. For a pure, ordered crystal, neglecting the small pressure–volume term,

\[
\mu_{\rm bulk}=-\varepsilon_{\rm coh}+f_{\rm bulk}.
\]

For the adatoms I write

\[
\mu_{\rm ad}=-\varepsilon_b+f_{\rm ad}+x(\theta),
\]

where \(x\) collects everything due to the arrangement of adatoms among the sites. I assume one adatom per site, equivalent sites and vibrations independent of coverage. Equation (1) becomes

\[
z\,\Delta E(\theta)=\varepsilon_b-\varepsilon_{\rm coh}-(f_{\rm ad}-f_{\rm bulk})-x(\theta). \tag{2}
\]

**Q.** Why compare with the full cohesion? An atom landing on a flat face of M does not gain that much.

**A.** It does not, but bulk growth proceeds at kinks. Consider a simple cubic crystal with energy \(J_{MM}\) per nearest-neighbour bond. A bulk atom has six bonds, each shared by two atoms, so \(\varepsilon_{\rm coh}=3J_{MM}\). An atom added at a kink forms three bonds, one below, one beside and one behind, and leaves a new kink. This repeatable step gains the cohesive energy, and it sets the equilibrium of the bulk metal.

**Q.** Now the vibrations. Are they worth keeping?

**A.** They are a correction we can size. A harmonic mode has levels \((n+\tfrac12)\omega\), so its partition function is a geometric series,

\[
q=\sum_{n\ge0}e^{-(n+1/2)\omega/kT}=\frac{e^{-\omega/2kT}}{1-e^{-\omega/kT}} .
\]

Taking \(-kT\ln q\) and summing over the three modes of an atom gives

\[
f=\sum_{\rm modes}\left[\frac{\omega}{2}+kT\ln\!\left(1-e^{-\omega/kT}\right)\right].
\]

With \(u=\omega/kT\) small, \(\ln(1-e^{-u})=\ln u-u/2+u^2/24+\dots\). The term \(-u/2\) cancels the zero-point energy, leaving \(kT\ln u+\omega^2/(24kT)\) per mode.

Take model quanta of 0.012, 0.012 and 0.020 eV for the adatom and three of 0.016 eV for the bulk, at 298.15 K, where \(kT=0.02569\) eV. Then \(f_{\rm ad}-f_{\rm bulk}=-0.04444+0.03526=-0.00918\) eV; the logarithms alone give \(-0.00905\) eV. The adatom modes, softer in their geometric mean, thus raise \(z\Delta E\) by about 9 meV.

**Q.** And the coverage entropy? Derive it for adatoms that ignore each other.

**A.** \(N\) adatoms on \(N_s\) sites can be placed in \(W=N_s!/[N!(N_s-N)!]\) ways. For large numbers \(\ln N!\simeq N\ln N-N\); the linear terms cancel, so

\[
\ln W=N_s\ln N_s-N\ln N-(N_s-N)\ln(N_s-N).
\]

The arrangement contributes \(-kT\ln W\) to the free energy. Differentiating with respect to \(N\),

\[
x=-kT\left[-\ln N-1+\ln(N_s-N)+1\right]
=kT\ln\frac{\theta}{1-\theta}. \tag{3}
\]

Inserted in (2), this gives the ideal isotherm. I tested it by enumerating all occupations of ten sites with explicit ion and electron energies: for \(z=1\) and 2, and two values of \(\mu_{\rm ion}\), the shift from (2) and (3) reproduced the chosen coverage.

**Q.** The logarithm diverges at both ends. At which potential does deposition start?

**A.** In this model there is no sharp start. As \(\theta\to0\), \(z\Delta E\) grows as \(-kT\ln\theta\), so a trace of adatoms exists at any finite potential. Between \(\theta=0.1\) and 0.9 the ideal isotherm spans

\[
kT(\ln9+\ln9)=kT\ln81=0.113\ \text{eV}
\]

in \(z\Delta E\). At the other end \(\Delta E\) eventually becomes negative. That part of the curve is metastable, because bulk M can grow there.

**Q.** Adatoms in a dense layer touch. You cannot drop their mutual binding.

**A.** No. Put them on a square lattice and let each occupied neighbour pair gain an energy \(J\). With \(n_i=0\) or 1, the lateral energy is \(-JP\), where \(P=\sum_{\rm pairs}n_in_j\); there are \(2N_s\) pairs. At fixed \(N\), averaging over all \(W\) placements, the extra free energy is

\[
-kT\ln\left\langle e^{JP/kT}\right\rangle
=-J\langle P\rangle-\frac{J^2}{2kT}\,{\rm var}(P)+\dots
\]

For a large lattice \(\langle P\rangle=2N_s\theta^2\). For the variance write \(n_i=\theta+\delta_i\). Since \(N\) is fixed, \(\sum_i\delta_i=0\), and the linear terms drop out:

\[
P=2N_s\theta^2+\sum_{\rm pairs}\delta_i\delta_j .
\]

Let \(p=\theta(1-\theta)=\langle\delta_i^2\rangle\). Each pair contributes \(p^2\) to the variance, hence \({\rm var}(P)=2N_sp^2\) to leading order in \(N_s\).

**Q.** Fixing \(N\) correlates the sites. With so many pairs of pairs, can those weak correlations not add up?

**A.** They add up to a number that does not grow with \(N_s\). From \(\langle\delta_i\sum_k\delta_k\rangle=0\) we get \(\langle\delta_i\delta_j\rangle=-p/(N_s-1)\). Because \(n_i^2=n_i\), we have \(\delta_i^2=p+(1-2\theta)\delta_i\). Using the zero sum again, \((N_s-2)\langle\delta_i\delta_j\delta_k\rangle=-2(1-2\theta)\langle\delta_i\delta_j\rangle\), which makes the triple average of order \(1/N_s^2\). Two pairs sharing a site therefore have covariance of order \(1/N_s\), and there are of order \(N_s\) such cases. For disjoint pairs, \((N_s-3)\langle\delta_i\delta_j\delta_k\delta_l\rangle=-3\langle\delta_i^2\delta_j\delta_k\rangle\), so the covariance is of order \(1/N_s^2\), with of order \(N_s^2\) cases. Both totals are negligible beside \(2N_sp^2\).

Per site, the lateral free energy is then \(-2J\theta^2-(J^2/kT)p^2\). Differentiating, with \(dp/d\theta=1-2\theta\),

\[
x=kT\ln\frac{\theta}{1-\theta}-4J\theta-\frac{2J^2}{kT}\,\theta(1-\theta)(1-2\theta)+\dots \tag{4}
\]

The term \(-4J\theta\) is the mean-field one: four neighbours, each present with probability \(\theta\). The next term records that attracting adatoms find each other more often than chance.

**Q.** Show me numbers. How far can I trust the first-order law?

**A.** Take \(z=1\), \(\varepsilon_{\rm coh}=3.00\) eV, \(\varepsilon_b=3.20\) eV and \(J=0.03\) eV, with the vibrations above. The part of (2) independent of coverage is \(3.20-3.00+0.0092=0.2092\) eV.

For comparison I use a strip of the lattice, infinitely long and closed into a ring eight sites around. Let row state \(s\) have \(N(s)\) adatoms and \(P(s)\) pairs within the row, and let \(o_{st}\) count the pairs between adjacent rows \(s\) and \(t\). With \(h_s=xN(s)+JP(s)\), the grand partition function is a product of matrices

\[
T_{st}=\exp\{[\tfrac12(h_s+h_t)+J\,o_{st}]/kT\}.
\]

For a long strip the largest eigenvalue dominates. Its normalised eigenvector \(v\) enters once from each side of a row, so state \(s\) has probability \(v_s^2\), and \(\theta=\sum_sv_s^2N(s)/8\). The values of \(z\Delta E\) in eV are:

| \(\theta\) | ideal | first order | strip |
|---|---|---|---|
| 0.10 | 0.266 | 0.278 | 0.284 |
| 0.25 | 0.237 | 0.267 | 0.274 |
| 0.50 | 0.209 | 0.269 | 0.269 |
| 0.75 | 0.181 | 0.271 | 0.264 |
| 0.90 | 0.153 | 0.261 | 0.255 |

At \(\theta=0.25\) the second-order term adds \(2(0.03)^2/0.02569\times0.1875\times0.5=0.0066\) eV to the first-order shift, which accounts for nearly all of the gap of 0.0068 eV to the strip. At \(\theta=0.10\) it gives 0.0050 eV of a gap of 0.0062 eV, so higher orders are not negligible at this \(J/kT\).

**Q.** Your first-order column falls, rises and falls again. Is that a phase transition?

**A.** It is a failure of the approximation. For any lattice gas in equilibrium \(\langle N\rangle=kT\,\partial\ln\Xi/\partial x\), where \(\Xi\) is the grand partition function. A second derivative gives

\[
\frac{\partial\langle N\rangle}{\partial x}=\frac{\langle N^2\rangle-\langle N\rangle^2}{kT}\ge0 ,
\]

so \(\Delta E\) cannot rise with \(\theta\). The first-order slope of \(z\Delta E\) is \(-kT/[\theta(1-\theta)]+4J\), which at half coverage equals \(4(J-kT)=+0.017\) eV. The loop appears in mean field once \(J>kT\), whereas Onsager's exact solution of the square lattice has two coexisting phases only for \(J>1.76\,kT=0.045\) eV, above the value used here. The strip isotherm falls steadily through the table, and its 10–90 % width is 0.029 eV, against 0.113 eV without attraction. Strips six and eight sites around give the same width to the digits shown.

**Q.** If the isotherm's shape depends on the lateral model, what single number can be called the shift?

**A.** The average over coverage. Let \(a(\theta)\) be the free energy of the adlayer per site, so that \(\mu_{\rm ad}=da/d\theta\). Then

\[
\int_0^1\mu_{\rm ad}\,d\theta=a(1)-a(0).
\]

The empty surface has \(a(0)=0\). The full layer has one arrangement and hence no configurational entropy: \(a(1)=-\varepsilon_{ML}+f_{\rm ad}\), where \(\varepsilon_{ML}\) is the binding per atom of the complete layer, lateral energy included. Averaging (1),

\[
\int_0^1 z\,\Delta E\,d\theta=\varepsilon_{ML}-\varepsilon_{\rm coh}-(f_{\rm ad}-f_{\rm bulk}). \tag{5}
\]

The coverage entropy shapes the isotherm but drops out of its average. The logarithmic ends are integrable, and the metastable end with \(\Delta E<0\) is included. If two phases coexist, \(a\) is a straight line between them and \(\mu_{\rm ad}\) is constant there, so the integral is unaffected.

**Q.** In your table the half-coverage value looks like that average. Coincidence?

**A.** It is a symmetry of pair forces. Each site has four neighbours, so the full layer has \(\varepsilon_{ML}=\varepsilon_b+2J\). Now describe the layer by its vacancies, \(m_i=1-n_i\):

\[
-J\sum_{\rm pairs}n_in_j-x\sum_i n_i
={\rm const}-J\sum_{\rm pairs}m_im_j+(4J+x)\sum_i m_i .
\]

Vacancies behave as adatoms with \(x\) replaced by \(-(x+4J)\). The two descriptions coincide when \(x=-(x+4J)\), that is \(x=-2J\), and there \(\theta=\tfrac12\). Thus

\[
z\,\Delta E(\tfrac12)=\varepsilon_b+2J-\varepsilon_{\rm coh}-(f_{\rm ad}-f_{\rm bulk}), \tag{6}
\]

which equals (5). In the example it is \(0.2092+0.0600=0.2692\) eV, or 0.00989 hartree.

**Q.** Real adatoms need not have pair forces.

**A.** Then (6) can fail while (5) stands. Take \(J=-0.02\) eV, a repulsion, and add a gain \(K=0.03\) eV for each straight group of three along a row, counting rows in one lattice direction only (around the ring of the strip). There is then one such group per site in the full layer, so (5) predicts an average \(x\) of \(-(2J+K)=0.0100\) eV. The strip, six sites around, gives 0.0100 eV for the average but about 0.015 eV at half coverage.

**Q.** Suppose an isolated adatom is bound less strongly than a bulk atom. Surely there is no underpotential layer then?

**A.** There can be. Keep \(\varepsilon_{\rm coh}=3.00\) eV but take \(\varepsilon_b=2.90\) eV and \(J=0.20\) eV. Without the lateral energy the shift would be \(2.90-3.00+0.009=-0.091\) eV. The complete layer adds \(2J=0.40\) eV, so (6) gives \(+0.309\) eV, or 0.0114 hartree.

**Q.** With \(J\) nearly eight times \(kT\), does half coverage still mean anything?

**A.** It marks a step between a nearly empty and a nearly full surface. Let \(b\) be the number of neighbour pairs with one site filled and the other empty. Counting neighbours of filled sites gives \(4N=2P+b\). At \(x=-2J\), therefore,

\[
-JP+2JN=\frac{Jb}{2},
\]

and only the boundaries between filled and empty regions cost energy. Hold the rim of a large patch empty. A filled site inside must then be enclosed by a closed boundary of some length \(b\). Exchanging filled and empty sites within that boundary removes it and saves \(Jb/2\), so its probability is at most \(e^{-Jb/2kT}\). Such a boundary crosses the row to the right of the site within \(b/2\) steps and has at most three continuations at each further step. Hence

\[
\theta\le\sum_{b=4,6,\dots}\frac b2\,3^{\,b-1}e^{-Jb/2kT}.
\]

Here \(e^{-2J/kT}=1.73\times10^{-7}\). The first term is \(54\) times this, about \(9\times10^{-6}\), and the rest are far smaller. With a filled rim the same bound holds for vacancies. Both bounds hold whatever the size of the patch, so on a large surface two phases coexist at \(x=-2J\).

**Q.** That bounds the coverage before the step. What is its value?

**A.** To leading order it is that of single adatoms. Each has \(b=4\) and costs \(2J\), so at the step

\[
\theta_{\rm gas}\simeq e^{-2J/kT}=1.7\times10^{-7}.
\]

A strip six sites around agrees: 0.01 eV before the step it has \(\theta=1.175\times10^{-7}\), against \(e^{-(2J+0.01\,{\rm eV})/kT}=1.174\times10^{-7}\). At the same distance beyond the step, the vacancy fraction is again \(1.175\times10^{-7}\), as the symmetry requires.

**Q.** One last doubt. If S is M itself, the shift had better vanish.

**A.** Return to the simple cubic crystal, with a bond \(J_{MS}\) from each adatom to the substrate. The complete layer has one vertical bond and two lateral bonds per atom, so

\[
\varepsilon_{ML}-\varepsilon_{\rm coh}=(J_{MS}+2J_{MM})-3J_{MM}=J_{MS}-J_{MM}.
\]

For \(J_{MS}=J_{MM}\) this is zero, and with equal vibrations so is the average shift. With \(J_{MS}=1.30\) eV and \(J_{MM}=1.00\) eV the difference is \(3.30-3.00=0.30\) eV, although an isolated adatom is bound by a mere 1.30 eV. In this bond model the lateral bonds cancel, and the sign is set by whether M binds more strongly to S than to itself.

The cancellation needs the layer to have the same lateral bonds as bulk M, and the bonds within S to be unchanged by the layer. In real metals the strength of a bond depends on how many neighbours its atoms have, so even without strain neither condition need hold, and the sign rule belongs to the fixed-bond model only. A layer strained to fit S has a different \(\varepsilon_{ML}\). Equation (5) can still be used with that value, and with \(f_{\rm ad}\) taken for the complete layer, provided that layer still has one atom per site. How islands relax at partial coverage changes the isotherm but not its average, which depends only on the empty and the complete layer. The energies in these examples are model values, not data for a particular pair of metals.

## Computed results

```
temperature = 298.15 K, kT = 0.02569 eV
bulk cohesion = 3.00 eV, z = 1
adatom quanta = [0.012, 0.012, 0.02] eV
bulk quanta = [0.016, 0.016, 0.016] eV
f_ad = -0.04444 eV, f_bulk = -0.03526 eV
f_ad - f_bulk = -0.00918 eV
classical limit of f_ad - f_bulk = -0.00905 eV
CASE A: binding = 3.20 eV, J = 0.03 eV
A: binding - cohesion = 0.2000 eV
A: full-layer binding = 3.2600 eV
A: e*shift in eV: theta, ideal, first order, strip width 8
  0.01 0.3272 0.3284 0.3294
  0.10 0.2656 0.2776 0.2838
  0.25 0.2374 0.2674 0.2742
  0.50 0.2092 0.2692 0.2692
  0.75 0.1810 0.2710 0.2642
  0.90 0.1527 0.2607 0.2546
  0.99 0.0911 0.2099 0.2089
A: e*shift at half coverage = 0.2692 eV
A: the same = 0.009892 hartree
A: coverage average of e*shift = 0.2692 eV
A: 10-90 % width, ideal = 0.1129 eV
A: 10-90 % width, strip width 6 = 0.0292 eV
A: 10-90 % width, strip width 8 = 0.0292 eV
CASE B: binding = 2.90 eV, J = 0.20 eV
B: binding - cohesion = -0.1000 eV
B: full-layer binding = 3.3000 eV
B: e*shift without lateral energy = -0.0908 eV
B: e*shift at the step = 0.3092 eV
B: the same = 0.011362 hartree
B: gas coverage at the step, exp(-2J/kT) = 1.732e-07
B: distance from step in strip test = 0.01 eV
B: strip coverage before step = 1.175e-07
B: dilute formula before step = 1.174e-07
B: vacancy fraction after step = 1.175e-07
THREE-BODY: J = -0.02 eV, K = 0.03 eV
three-body: average x = 0.01000 eV
three-body: -(2J + K) = 0.01000 eV
three-body: x at half coverage = 0.01455 eV
BONDS: M-S = 1.30 eV, M-M = 1.00 eV
bonds: isolated adatom binding = 1.30 eV
bonds: full-layer binding = 3.30 eV
bonds: bulk cohesion = 3.00 eV
bonds: layer - cohesion = 0.30 eV
bonds: M on M, isolated adatom = 1.00 eV
bonds: M on M, full layer = 3.00 eV
```
